\section*{The Uehling potential from the pair-production rate by a dispersion relation}

In calculating the energy of an electron bound to a nucleus, one must decide whether vacuum polarization may be represented by a contact term at the nucleus or whether its full potential must be integrated over the orbital. For the 1s level of hydrogen-like nitrogen the contact term, taken with the nonrelativistic density at the nucleus, is about 5\% larger in magnitude than the integral over the relativistic orbital. The potential behind this comparison can be obtained from one observable process, the creation of electron–positron pairs by a weak field.

I use $\hbar=c=1$, Heaviside–Lorentz fields with $e^2=4\pi\alpha$, and $q^2=\omega^2-k^2$; $m$ is the electron mass. To first order in a weak potential $A_\nu$, covariance allows an induced current $J^\mu_{\rm ind}=(a_1g^{\mu\nu}+a_2q^\mu q^\nu)A_\nu$. Current conservation, $q_\mu J^\mu_{\rm ind}=0$, requires $a_1=-q^2a_2$. With $\Pi=-a_2$,
\begin{equation}
J^\mu_{\rm ind}=\Pi(q^2)\,(q^2A^\mu-q^\mu\,q\!\cdot\!A),
\end{equation}
which is $-\partial_\nu(\Pi F^{\nu\mu})$ in Fourier space. The vacuum thus behaves as a medium with polarization $\mathbf P=\Pi\,\boldsymbol{\mathcal E}$ and dielectric function $1+\Pi$. In a magnetic field $\mathbf B$ it also has the magnetization $-\Pi\,\mathbf B$, which is absent for the uniform pulse and the static nuclear field used below. This fixes the sign convention; $-\Pi$ is also in use as the polarization function.

The absorptive part of $\Pi$ follows from a spatially uniform pulse $A(t)$ along $z$ that vanishes at early and late times, with $\mathcal E=-\dot A$. For an electron of charge $-e$ the perturbation in the Dirac Hamiltonian is $+eA(t)\alpha_z$; its sign drops out of the pair number at this order. It lifts an electron of momentum $\mathbf p$ from energy $-E_p$ to $+E_p=\sqrt{p^2+m^2}$, with an amplitude of magnitude $|eA(2E_p)\langle+|\alpha_z|-\rangle|$, where $A(\omega)=\int dt\,e^{i\omega t}A(t)$. Let $h=\boldsymbol\alpha\cdot\mathbf p+\beta m$. The projectors on the two energies are $(1\pm h/E_p)/2$, and $\alpha_zh\alpha_z=2p_z\alpha_z-h$. Terms with a single $h$ have zero trace, so the spin sum is
\begin{align}
\sum|\langle+|\alpha_z|-\rangle|^2
&=\tfrac14{\rm Tr}\!\left[\Big(1+\frac h{E_p}\Big)\alpha_z\Big(1-\frac h{E_p}\Big)\alpha_z\right]\nonumber\\
&=\tfrac14\left[4-\frac{8p_z^2-4E_p^2}{E_p^2}\right]
=2\left(1-\frac{p_z^2}{E_p^2}\right).
\end{align}
Averaging over angles replaces $p_z^2$ by $p^2/3$. Put $\omega=2E_p$ and $v=p/E_p=\sqrt{1-4m^2/\omega^2}$. Since $p\,dp=E_p\,dE_p$, one has $p^2dp=\omega^2v\,d\omega/8$. With $|\mathcal E(\omega)|^2=\omega^2|A(\omega)|^2$, the number of pairs per volume is
\begin{align}
\frac NV&=\int\frac{p^2dp}{2\pi^2}\,e^2|A(2E_p)|^2\,2\Big(1-\frac{v^2}{3}\Big)\nonumber\\
&=\int_{2m}^\infty\frac{d\omega}{2\pi}\,w\,|\mathcal E(\omega)|^2,\qquad
w=\frac{\alpha}{3}\,v(3-v^2).
\end{align}

Each pair carries energy $\omega$, so the absorbed energy per volume is the same integral with an extra factor $\omega$. It must equal the work done on the induced current $j=\dot P$, whose Fourier transform is $-i\omega\Pi\mathcal E$. Because the response to a real field is real, $\Pi(-\omega)=\Pi(\omega)^*$, and the two signs of frequency contribute equally:
\begin{equation}
\int dt\,\mathcal E j=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}(-i\omega\Pi)|\mathcal E|^2
=\int_0^\infty\frac{d\omega}{2\pi}\,2\omega\,{\rm Im}\,\Pi\,|\mathcal E|^2 .
\end{equation}
Equality for every weak pulse gives ${\rm Im}\,\Pi=w/2$. For a uniform field $q^2=\omega^2$, and covariance extends the result to any $s=q^2>4m^2$ at positive frequency. Using $(3-v^2)/2=1+2m^2/s$,
\begin{equation}
{\rm Im}\,\Pi(s)=\frac\alpha3\sqrt{1-\frac{4m^2}{s}}\left(1+\frac{2m^2}{s}\right).
\label{im}
\end{equation}
As a test, the time-dependent Dirac equation was solved for the pulse $eA(t)=0.002\,m\,e^{-t^2/(2\tau^2)}\cos(3mt)$ with $\tau=4/m$. It gave $3.0900\times10^{-6}\,m^3$ pairs per volume, against $3.0901\times10^{-6}\,m^3$ from (\ref{im}).

Causality supplies the rest of $\Pi$. At fixed $k$ the induced current cannot precede the field, so $\Pi$ is analytic in the upper half of the $\omega$ plane. A cutoff is kept for the moment, so that $\Pi(0)$, the value at $q^2=0$, is finite. I assume that $\Pi$ grows more slowly than $|q^2|$; absorption alone could not reveal an added real term proportional to $q^2$. Then
\begin{equation}
F(\omega)=\frac{\Pi(q^2)-\Pi(0)}{\omega^2-k^2}
\end{equation}
vanishes at infinity. It is regular at $\omega=\pm k$, where the numerator also vanishes, because these points lie below the pair threshold. For $\omega$ in the upper half plane, Cauchy's theorem gives
\begin{equation}
F(\omega)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{F(x)\,dx}{x-\omega},\qquad
0=\int_{-\infty}^{\infty}\frac{F(x)\,dx}{x-\omega^*},
\end{equation}
the second integral being zero because its pole lies outside the contour. Subtracting the complex conjugate of the second relation, divided by $2\pi i$, from the first leaves ${\rm Im}\,F$, which is odd in $x$:
\begin{equation}
F(\omega)=\frac1\pi\int_{-\infty}^{\infty}\frac{{\rm Im}F(x)}{x-\omega}dx
=\frac1\pi\int_0^\infty\frac{2x\,{\rm Im}F(x)}{x^2-\omega^2}dx .
\end{equation}
Now set $s=x^2-k^2$. A pair has invariant mass at least $2m$, so no absorption occurs and ${\rm Im}\,\Pi(s)=0$ for all $s<4m^2$, spacelike values included; the integral therefore starts at $s=4m^2$. Then $ds=2x\,dx$, $x^2-\omega^2=s-q^2$ and ${\rm Im}F={\rm Im}\,\Pi(s)/s$. Multiplication by $q^2$ yields the renormalized polarization function
\begin{equation}
\Pi_R(q^2)\equiv\Pi(q^2)-\Pi(0)=\frac{q^2}{\pi}\int_{4m^2}^\infty ds\,
\frac{{\rm Im}\,\Pi(s)}{s\,(s-q^2-i0)} .
\label{disp}
\end{equation}
Here $-i0$ is the limit of real positive $\omega$ approached from above. The integral converges although ${\rm Im}\,\Pi$ tends to the constant $\alpha/3$. Without the subtraction it would grow logarithmically with the cutoff.

The growth assumption and the dependence on $q^2$ alone can be checked without a dispersion relation, by summing the density response of the filled Dirac sea over virtual pairs and subtracting its value at zero frequency and wave number. For $\omega=1.2m$, $k=1.5m$ this sum and (\ref{disp}) both give $-1.15696\times10^{-4}$; for $\omega=1.5m$, $k=0.5m$ both give $4.06551\times10^{-4}$.

The constant $\Pi(0)$ belongs to the definition of charge. For a point nucleus at rest with bare charge $Ze_0$, Gauss's law reads $k^2[1+\Pi(-k^2)]\Phi=Ze_0$. An electron of charge $-e_0$ then has the potential energy
\begin{equation}
V(k)=-\frac{Ze_0^2}{k^2[1+\Pi(0)+\Pi_R^{(0)}(-k^2)]}
=-\frac{Ze^2}{k^2[1+\Pi_R(-k^2)]},\qquad e^2=\frac{e_0^2}{1+\Pi(0)} .
\end{equation}
The superscript marks the function computed with $e_0^2$. Being proportional to $e_0^2$, it turns into the function with $e^2$ when divided by $1+\Pi(0)$. The charge seen at large distance, where $k\to0$, is therefore $e$. To first order in $\Pi_R$,
\begin{equation}
V(k)=-\frac{4\pi Z\alpha}{k^2}\left[1-\Pi_R(-k^2)\right].
\label{vk}
\end{equation}
By (\ref{disp}), $\Pi_R(-k^2)$ is negative, so the attraction is stronger at short distance, where less of the screening by virtual pairs is included. The expansion needs $|\Pi_R|\ll1$; at $k=100m$ the value is $-5.84\times10^{-3}$.

For static fields the integral can be done in closed form. Put $s=4m^2/(1-v^2)$ and $\beta^2=1+4m^2/k^2$, so that
\begin{equation}
\frac{ds}{s}=\frac{2v\,dv}{1-v^2},\qquad s+k^2=\frac{k^2(\beta^2-v^2)}{1-v^2},\qquad
{\rm Im}\,\Pi=\frac\alpha6v(3-v^2).
\end{equation}
The factors $k^2$ and $1-v^2$ cancel. Polynomial division then gives
\begin{align}
-\Pi_R(-k^2)&=\frac{\alpha}{3\pi}\int_0^1dv\,\frac{v^2(3-v^2)}{\beta^2-v^2}\nonumber\\
&=\frac{\alpha}{3\pi}\int_0^1dv\left[v^2+\beta^2-3+\frac{\beta^2(3-\beta^2)}{\beta^2-v^2}\right]\nonumber\\
&=\frac{\alpha}{3\pi}\left[-\frac53+\frac{4m^2}{k^2}
+\Big(1-\frac{2m^2}{k^2}\Big)\beta\ln\frac{\beta+1}{\beta-1}\right].
\end{align}
The last line uses $\int_0^1dv/(\beta^2-v^2)=(2\beta)^{-1}\ln[(\beta+1)/(\beta-1)]$. For $k\gg m$, $\beta-1\simeq2m^2/k^2$ and the bracket tends to $\ln(k^2/m^2)-5/3$. For $k\ll m$, $\beta^2-v^2\simeq4m^2/k^2$ in the first line, and $\int_0^1v^2(3-v^2)dv=4/5$ gives $-\Pi_R\simeq\alpha k^2/(15\pi m^2)$.

The transformation to position space is simplest before the $s$ integral is done. Equation (\ref{disp}) at $q^2=-k^2$ gives
\begin{equation}
-\frac{\Pi_R(-k^2)}{k^2}=\frac1\pi\int_{4m^2}^\infty\frac{ds}{s}\,\frac{{\rm Im}\,\Pi(s)}{s+k^2}.
\end{equation}
Since $(-\nabla^2+s)\,e^{-\sqrt s\,r}/r=4\pi\delta^3(\mathbf r)$, the transform of $4\pi/(k^2+s)$ is the Yukawa function $e^{-\sqrt s\,r}/r$. With $\sqrt s=2mt$ and $ds/s=2\,dt/t$, (\ref{vk}) becomes
\begin{equation}
V(r)=-\frac{Z\alpha}{r}[1+U(r)],\qquad
U(r)=\frac{2\alpha}{3\pi}\int_1^\infty dt\,f(t)\,e^{-2mtr},
\label{ueh}
\end{equation}
\begin{equation}
f(t)=\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac1{2t^2}\right).
\end{equation}
The term with $U$ is the Uehling potential. A pair of invariant mass $2mt$ contributes a Yukawa potential of range $1/(2mt)$, weighted by its production strength. The longest range is $1/(2m)$, about 193 fm.

At short distance, separate the tail $1/t$ of $f$. It contributes $\int_1^\infty dt\,e^{-2mrt}/t\to-\ln(2mr)-\gamma_E$, where $\gamma_E$ is Euler's constant. In the remainder the exponential may be set to one:
\begin{equation}
\int_1^T\!f\,dt=\left[{\rm arcosh}\,t-\frac{\sqrt{t^2-1}}t+\frac{(t^2-1)^{3/2}}{6t^3}\right]_1^T
\to\ln(2T)-\frac56 .
\end{equation}
Removing $\int_1^Tdt/t=\ln T$ leaves $\ln2-5/6$, so
\begin{equation}
U(r)\simeq\frac{2\alpha}{3\pi}\left[-\ln(mr)-\gamma_E-\frac56\right]\qquad(mr\ll1).
\end{equation}
At long distance $t=1+y$ with small $y$ dominates, where $f\simeq\frac32\sqrt{2y}$. From $\int_0^\infty\sqrt y\,e^{-2mry}dy=\frac{\sqrt\pi}{2}(2mr)^{-3/2}$,
\begin{equation}
U(r)\simeq\frac{\alpha\,e^{-2mr}}{4\sqrt\pi\,(mr)^{3/2}}\qquad(mr\gg1).
\end{equation}
At $r=0.01/m$ the integral gives $4.98\times10^{-3}$ and the short-distance form $4.95\times10^{-3}$. The long-distance form is approached slowly: at $r=20/m$ the ratio of $U$ to it is still 0.919.

Consider now the 1s level of N$^{6+}$, with $Z=7$, $a=Z\alpha=0.051081$ and a point, infinitely heavy nucleus. For this state the radial Dirac equations in the Coulomb field are
\begin{equation}
G'-\frac Gr=\Big(E+m+\frac ar\Big)F,\qquad F'+\frac Fr=\Big(m-E-\frac ar\Big)G .
\end{equation}
Insert $G=r^\gamma e^{-amr}$ and $F=cG$. The $1/r$ terms require $\gamma-1=ac$ and $c(\gamma+1)=-a$, hence $\gamma=\sqrt{1-a^2}$. The constant terms, $-am=(E+m)c$ and $-cam=m-E$, are then both satisfied by $E=\gamma m$. The radial density is proportional to $r^{2\gamma}e^{-2amr}$, and a Yukawa function has the mean value
\begin{align}
\left\langle\frac{e^{-2mtr}}r\right\rangle
&=\frac{\Gamma(2\gamma)}{(2am+2mt)^{2\gamma}}\,\frac{(2am)^{2\gamma+1}}{\Gamma(2\gamma+1)}
=\frac{am}{\gamma}\left(1+\frac ta\right)^{-2\gamma}.
\end{align}
The first-order shift is therefore
\begin{equation}
\Delta E=-\frac{a^2m}{\gamma}\,\frac{2\alpha}{3\pi}\int_1^\infty dt\,f(t)\left(1+\frac ta\right)^{-2\gamma}.
\label{shift}
\end{equation}

The contact value follows for a Schrödinger orbital, $\gamma=1$, when $a\ll1$. Then $(1+t/a)^{-2}\simeq(a^2/t^2)(1-2a/t)$. With $t=1/\cos\theta$, each integral $\int_1^\infty dt\,\sqrt{t^2-1}\,t^{-n}$ becomes $\int_0^{\pi/2}\sin^2\theta\cos^{n-3}\theta\,d\theta$, so
\begin{equation}
\int_1^\infty\frac f{t^2}dt=\frac13+\frac12\cdot\frac2{15}=\frac25,\qquad
\int_1^\infty\frac f{t^3}dt=\frac\pi{16}+\frac12\cdot\frac\pi{32}=\frac{5\pi}{64},
\end{equation}
\begin{equation}
\Delta E\simeq-\frac{4\alpha a^4m}{15\pi}\left(1-\frac{25\pi}{64}a\right).
\end{equation}
The prefactor is the contact value: it equals the density at the nucleus, $(am)^3/\pi$, times the $k\to0$ limit of the Uehling term in (\ref{vk}), $-4Z\alpha^2/(15m^2)$. The bracket is the first effect of the finite range, over which the orbital density falls.

With $m=510.999$ keV the contact value is
\begin{equation}
-\frac{4(0.00729735)(0.051081)^4}{15\pi}\times5.10999\times10^{8}\ {\rm meV}=-2.155\ {\rm meV}.
\end{equation}
Equation (\ref{shift}) with $\gamma=1$ gives $-2.027$ meV, which is 0.941 of the contact value; the first correction alone predicts 0.937. With the Dirac value $\gamma=0.99869$ the shift is $-2.049$ meV, or $-495$ GHz after division by Planck's constant. The 1.1\% increase over the Schrödinger result comes from the relativistic orbital, whose density is larger near the nucleus. The finite range is the larger of the two effects here, and its relative size grows in proportion to $Z$ while $Z\alpha$ is small. For N$^{6+}$ the contact term is thus adequate if an error of about 5\% in this shift is acceptable; otherwise (\ref{shift}) should be used. The figure does not carry over to other nuclear charges, because the relativistic increase, which acts in the opposite direction, grows faster than $Z$.

This shift is the part of the radiative correction with one vacuum loop in which the induced potential is linear in the nuclear field; the orbital over which it is averaged contains $Z\alpha$ to all orders. Other contributions must be added before comparison with a measured level, among them the electron self-energy, nuclear size and recoil, and vacuum polarization of higher order in $\alpha$ and in $Z\alpha$. The numerical check evaluates (\ref{shift}) a second time by direct radial integration of (\ref{ueh}).

\section*{Computed values}
\begin{verbatim}
fine-structure constant alpha = 0.007297353
electron rest energy = 510.9990 keV
reduced Compton wavelength 1/m = 386.159 fm
-- pair production by a weak uniform pulse --
pulse: e*A0 = 0.002 m, frequency = 3.0 m, tau = 4.0 /m
pairs per volume, Dirac equation = 3.08998e-06 m^3
pairs per volume, from 2 Im Pi   = 3.09008e-06 m^3
pair energy per volume, Dirac equation = 9.34857e-06 m^4
pair energy per volume, from 2 Im Pi   = 9.34886e-06 m^4
Im Pi at s = 9 m^2 = 2.215940e-03
Im Pi at s -> infinity, alpha/3 = 2.432451e-03
-- unrenormalized Pi(0), sea momenta cut off --
cut at 100 m:  0.006914
cut at 1000 m: 0.010480
-- renormalized polarization Pi_R --
q2 = -(0.1 m)^2: closed form -1.546890e-06, dispersion -1.546890e-06
q2 = -(1 m)^2: closed form -1.403669e-04, dispersion -1.403669e-04
q2 = -(10 m)^2: closed form -2.319313e-03, dispersion -2.319313e-03
q2 = -(100 m)^2: closed form -5.841328e-03, dispersion -5.841328e-03
Dirac sea, omega = 0, k = 1 m: -1.403669e-04
Dirac sea, omega = 1.2 m, k = 1.5 m: -1.156958e-04
dispersion, q2 = -0.81 m^2: -1.156958e-04
Dirac sea, omega = 1.5 m, k = 0.5 m: 4.065507e-04
dispersion, q2 = +2 m^2: 4.065507e-04
-- Uehling potential / Coulomb potential, U(r) --
r = 0.001 /m: U = 8.51632e-03
r = 0.01 /m: U = 4.98327e-03
r = 0.1 /m: U = 1.72446e-03
r = 1.0 /m: U = 5.56435e-05
r = 3.0 /m: U = 3.18580e-07
short-distance form at r = 0.001 /m: 8.51268e-03
short-distance form at r = 0.01 /m: 4.94702e-03
U / long-distance form at r = 20 /m: 0.9189
U / long-distance form at r = 300 /m: 0.9940
-- 1s level of N6+ --
Z = 7, Z*alpha = 0.051081, gamma = 0.9986945
Bohr radius 1/(Z alpha m) = 7559.7 fm
Coulomb energy at r = 1/m = -26102.58 eV
Uehling energy at r = 1/m = -1.45244 eV
Dirac binding energy = 667.114 eV
shift, contact value      = -2.15505 meV
shift, Schroedinger 1s    = -2.02684 meV
shift, Dirac 1s           = -2.04869 meV
shift, Dirac 1s, over h   = -495.37 GHz
Schroedinger / contact = 0.94050
1 - 25 pi Z alpha / 64 = 0.93731
Dirac / Schroedinger   = 1.01078
\end{verbatim}
